# Infrared Selection Rule for Si–H Stretches in a Cubic Silsesquioxane Cage, part 2

The cage H$_8$Si$_8$O$_{12}$ is an idealised unit of the resist hydrogen silsesquioxane (HSQ). The question is which of its eight coupled Si–H stretches absorb infrared light, and when that rule fails.

Silicon atoms sit at the cube corners $\mathbf s=(s_x,s_y,s_z)$, $s_\alpha=\pm1$. Each hydrogen lies outward along $\mathbf n=\mathbf s/\sqrt3$, and an oxygen bridges each edge. The 48 operations of $O_h$ are matrices $R$ that permute and reverse axes; $\epsilon(R)$ is the product of the three nonzero entries of $R$.

The normalised stretch patterns are these products divided by $\sqrt8$: $1$ ($A_{1g}$); $s_\alpha$ ($T_{1u}$, a vector); $s_\alpha s_\beta$ with $\alpha\ne\beta$ ($T_{2g}$, a vector times $\epsilon$); $s_xs_ys_z$ ($A_{2u}$, multiplied by $\epsilon$). Subscripts $g$ and $u$ mean even and odd under inversion. $Q_x$ and $Q_{xy}$ denote the coordinates of the patterns $s_x$ and $s_xs_y$, and similarly for the others.

Species $\Gamma$ occurs $n_\Gamma$ times, where $\chi$ denotes a trace (section 4):

$$n_\Gamma=\frac1{48}\sum_R\chi_\Gamma(R)\,\chi(R).$$

Bond $i$ has extension $q_i$, reduced mass $m_r$ and coordinate $Q_i=\sqrt{m_r}\,q_i$. The effective matrix $N$ has the stretch wavenumbers $\nu$ (cm$^{-1}$) as eigenvalues. Its diagonal is $f$, and its couplings along edges, face diagonals and body diagonals are $a$, $b$, $c$. The speed of light is $c_0$. From section 5, $\nu_{T_{1u}}=f+a-b-c$, and the inversion formulas are

$$\begin{aligned}
8f&=\nu_{A_{1g}}+3\nu_{T_{1u}}+3\nu_{T_{2g}}+\nu_{A_{2u}},\\
8a&=\nu_{A_{1g}}+\nu_{T_{1u}}-\nu_{T_{2g}}-\nu_{A_{2u}},\\
8b&=\nu_{A_{1g}}-\nu_{T_{1u}}-\nu_{T_{2g}}+\nu_{A_{2u}},\\
8c&=\nu_{A_{1g}}-3\nu_{T_{1u}}+3\nu_{T_{2g}}-\nu_{A_{2u}} .
\end{aligned}$$

With $\mathbf p$ the cage dipole moment, section 6 gives

$$\frac{\partial\mathbf p}{\partial Q_i}=g\,\mathbf n_i .$$

Infrared strength means $|\partial\mathbf p/\partial Q|^2$ summed over directions. In the symmetric cage each $T_{1u}$ member has strength $8g^2/3$, and the triplet has the whole total, $8g^2$.

Section 7 showed that, from a vibrational ground state unchanged by all operations, electric-dipole absorption reaches $T_{1u}$ states but not $A_{1g}$, $T_{2g}$ or $A_{2u}$ states. The argument does not assume harmonic motion or a motionless cage.

### 10. The model and its parameters

The example is a harmonic model of all 28 atoms. Its parameters are round, rough typical values chosen to place the stretch in the region where HSQ absorbs. The model illustrates the mechanism and does not predict measured splittings.

The Si–H and Si–O lengths are 0.146 and 0.162 nm, and the Si–O–Si angle is 148°. Half a silicon cube edge is $0.162\sin74^\circ=0.1557$ nm. Each hydrogen lies a further $0.146/\sqrt3=0.0843$ nm out along each axis, so hydrogens on neighbouring corners are $2(0.1557+0.0843)=0.480$ nm apart. The O–Si–O angle comes out as 109.7°.

The stretching constants are 290 N/m for Si–H and 500 N/m for Si–O. The bending constants for O–Si–O, H–Si–O and Si–O–Si are 6.0, 3.0 and 1.0 eV/rad$^2$. Each of these coordinates contributes half its constant times the squared displacement. The fixed charges of H, O and Si are $-0.25$, $-0.80$ and $1.45$ in units of $e$; the cage is neutral, since $1.45-0.25-\frac{12}{8}(0.80)=0$. The masses are 1.008, 15.995 and 27.977 u.

The stretches also interact as point dipoles located at the hydrogens, each of size $-0.25e$ times the extension of its bond. All other electrostatic forces are taken to be contained in the springs. The mass-weighted force matrix, with $3\times28=84$ rows, was diagonalised numerically within each symmetry species.

For a free Si–H bond,

$$m_r=\frac{1.008\times27.977}{1.008+27.977}=0.9729\ \text{u},$$

$$\nu_0=\frac1{2\pi c_0}\sqrt{\frac{290\ \text{N/m}}{m_r}}=2249.21\ \text{cm}^{-1}.$$

The decimals serve to resolve small differences within the model. They are not a claim of accuracy for a real cage.

### 11. Four levels, one of which absorbs

The full calculation gives

| Species | Wavenumber (cm$^{-1}$) | Strength ($e^2$/u) |
|---|---:|---:|
| $A_{1g}$ | 2253.98 | 0.0000 |
| $T_{1u}$ | 2251.08 | 0.7226 |
| $T_{2g}$ | 2250.15 | 0.0000 |
| $A_{2u}$ | 2249.62 | 0.0000 |

The strengths are totals for each species. The allowed quantum of 2251.08 cm$^{-1}$ is 279.1 meV. The highest of the other cage vibrations lies at 1193 cm$^{-1}$, well separated from the stretches.

The inversion formulas of Part I give $f=2250.91$ cm$^{-1}$ and

$$a=0.662,\qquad b=0.297,\qquad c=0.194\ \text{cm}^{-1}.$$

For example, $f+a-b-c=2250.91+0.662-0.297-0.194=2251.08$ cm$^{-1}$, the $T_{1u}$ level.

The average $f$ lies 1.70 cm$^{-1}$ above the free-bond value. The shift comes from the springs that tie the silicon to the rest of the cage. Adding springs adds a matrix with no negative eigenvalue to the force matrix, and this cannot lower any of the ordered eigenvalues. The stretches remain the eight highest, because all other cage vibrations lie far below them, so they can only be pushed up. The sign depends on this ordering: a rigidly held silicon would give the angular frequency $\sqrt{k/m_{\rm H}}$ with $k=290$ N/m, that is 2209.75 cm$^{-1}$, below the free-bond value. The dipole interaction has no diagonal part between stretches, so to first order it leaves their average unchanged.

### 12. Where the splitting comes from

For unit dipole directions $\mathbf n,\mathbf n'$ at distance $r$, with $\mathbf u$ the unit vector joining them, the interaction constant is

$$D=\frac{(0.25e)^2}{4\pi\varepsilon_0r^3}
\left[\mathbf n\cdot\mathbf n'-3(\mathbf n\cdot\mathbf u)(\mathbf n'\cdot\mathbf u)\right].$$

Along an edge, $\mathbf n\cdot\mathbf n'=1/3$ and the product of projections is $-1/3$, so the bracket is $4/3$. Along a face diagonal the two values are $-1/3$ and $-2/3$, and the bracket is $5/3$. Along a body diagonal both are $-1$, and the bracket is 2. The distances are in the ratio $1:\sqrt2:\sqrt3$, so the geometrical factors relative to the edge distance are

$$\frac43,\qquad \frac{5}{3\cdot2\sqrt2}=0.589,\qquad \frac{2}{3\sqrt3}=0.385 .$$

At $r=0.480$ nm the prefactor is 0.130 N/m. A small change $D$ in a force constant $k$ changes the wavenumber by $\nu_0D/(2k)$, because frequency varies as the square root of the force constant. The same conversion applies to small off-diagonal elements. The edge coupling is

$$\frac{2249}{2}\times\frac{0.130}{290}\times\frac43\simeq0.67\ \text{cm}^{-1},$$

and the other two are about 0.30 and 0.19 cm$^{-1}$. These are close to the couplings of the full calculation. In this model, then, the splitting is almost entirely dipolar. A real cage may also couple its bonds through electronic changes in the Si–O frame, which the model leaves out. Those changes could alter the size and order of the splittings, but not the selection rule.

### 13. The strength of the allowed line

When a free bond stretches with its centre of mass at rest, H moves by $m_rq/m_{\rm H}$ and Si by $-m_rq/m_{\rm Si}$ along the bond. Since $q=Q/\sqrt{m_r}$,

$$g=\sqrt{m_r}\left(\frac{q_{\rm H}}{m_{\rm H}}-\frac{q_{\rm Si}}{m_{\rm Si}}\right),$$

where $q_{\rm H}$ and $q_{\rm Si}$ are the charges. Therefore

$$8g^2=8(0.9729)\left(\frac{-0.25}{1.008}-\frac{1.45}{27.977}\right)^2
=0.6998\ \frac{e^2}{\text u}.$$

The result for the full cage is about 3% larger than this. The charges are the same in both calculations; what differs is the motion, because the actual $T_{1u}$ mode includes some cage displacement.

There is a small inconsistency in the model. With silicon recoil the bond dipole derivative is $\sqrt{m_r}\,g=-0.29e$, whereas the coupling used $-0.25e$. Using the larger value at the same positions would raise the dipolar couplings by the factor $(0.29/0.25)^2$, about one third. It would not change which species absorbs.

### 14. Other allowed transitions

The phrase "only $T_{1u}$" does not mean that the cage has a single infrared line. For all atomic displacements the trace in the counting formula is the number of fixed atoms times the trace of $R$. To count $T_{1u}$, multiply by the trace of $R$ once more. The nonzero contributions are:

- identity: $28\times9=252$;
- six half-turns about axes through opposite edge midpoints: $6\times2=12$;
- three mirrors perpendicular to the cube axes: $3\times4=12$;
- six diagonal mirrors: $6\times10=60$.

The sum is 336, and $336/48=7$. One of the seven is translation of the whole molecule. Six $T_{1u}$ vibrations remain: the Si–H stretch and five at lower frequency.

States with two stretching quanta can also absorb once anharmonicity is present. An odd two-quantum state needs one even and one odd stretch. The products $A_{1g}\times T_{1u}$ and $T_{2g}\times A_{2u}$ each transform as $T_{1u}$; in the second, the two factors $\epsilon$ cancel. The product $A_{1g}\times A_{2u}$ is $A_{2u}$ and contributes nothing. The product $T_{2g}\times T_{1u}$ contains one further $T_{1u}$, whose $x$ member has the form $Q_yQ_{xy}+Q_zQ_{zx}$. The two-quantum levels thus contain $T_{1u}$ three times. They lie near twice the energy of the fundamental and are not part of the band considered here.

### 15. Anharmonicity and temperature

A Morse potential gives the size of the anharmonic shift of one bond. With well depth $D_e$ and $y$ the bond extension in units of the potential's range, the Hamiltonian in wavenumber units is

$$H=X\left[-\frac{d^2}{dy^2}+\lambda^2(1-e^{-y})^2\right],\qquad \lambda^2=\frac{D_e}{X}.$$

Near the minimum the potential is $X\lambda^2y^2$, so the harmonic wavenumber is $\nu_0=2X\lambda$, and hence $X=\nu_0^2/(4D_e)$.

Try $\psi_0=\exp(-\lambda e^{-y}-sy)$. Differentiation gives

$$\frac{\psi_0''}{\psi_0}=(\lambda e^{-y}-s)^2-\lambda e^{-y}.$$

In $H\psi_0/\psi_0$ the terms in $e^{-2y}$ cancel. The terms in $e^{-y}$ cancel if $2\lambda s+\lambda-2\lambda^2=0$, so $s=\lambda-\frac12$ and $E_0=X(\lambda^2-s^2)=X(\lambda-\frac14)$.

For the next state multiply the same form, with a new $s$, by $e^{-y}-C$. Once $E_1=X(\lambda^2-s^2)$ is chosen, the remaining condition is

$$(2\lambda s+\lambda-2\lambda^2)(e^{-2y}-Ce^{-y})+2\lambda e^{-2y}-(2s+1)e^{-y}=0 .$$

The two powers give $s=\lambda-\frac32$ and $C=(\lambda-1)/\lambda$. For a deep well this state is normalisable and has one node, so it is the first excited state. Its energy is $X(3\lambda-\frac94)$, and

$$E_1-E_0=X(2\lambda-2)=\nu_0-2X .$$

A rough well depth of 4.0 eV and $\nu_0=2249.21$ cm$^{-1}$ give $2X=78.4$ cm$^{-1}$. This is far larger than the 4.36 cm$^{-1}$ spread of the four levels, yet it does not activate the silent species, because the argument of section 7 did not assume harmonic motion. If 290 N/m is regarded as an effective constant fitted to the position of the fundamental, the shift is already included and must not be subtracted again. Anharmonicity can, however, let a $T_{1u}$ stretch share its strength with a nearby combination level of the same species.

At 300 K the Boltzmann factor for one $T_{1u}$ stretching quantum is

$$e^{-hc_0\nu/k_BT}=2.0\times10^{-5}.$$

Absorption from excited stretches is therefore weak. Low-frequency cage vibrations can be populated more easily. Many of these levels are not fully symmetric, and the ground-state rule does not apply directly to a transition that starts from one of them. It still applies if the starting level is fully symmetric.

### 16. One heavier silicon atom

Replace one $^{28}$Si by $^{29}$Si, of mass 28.976 u, with all springs and charges held fixed. The larger reduced mass lowers a free bond by 1.35 cm$^{-1}$. In the full cage the sum of the eight stretch wavenumbers falls by 1.46 cm$^{-1}$. Treat this as a shift $\delta=-1.46$ cm$^{-1}$ of one diagonal element.

Let $\mathbf e$ be the unit vector for the altered bond. The eigenvalue equation $(N+\delta\,\mathbf e\mathbf e^T)\mathbf v=\nu\mathbf v$ gives $\mathbf v=\delta(\nu-N)^{-1}\mathbf e\,(\mathbf e\cdot\mathbf v)$. Taking the product with $\mathbf e$, for states that have amplitude on this bond, gives

$$1=\delta\left[\frac{1/8}{\nu-\nu_{A_{1g}}}+\frac{3/8}{\nu-\nu_{T_{1u}}}
+\frac{3/8}{\nu-\nu_{T_{2g}}}+\frac{1/8}{\nu-\nu_{A_{2u}}}\right].$$

The numerators are the squared amplitudes at one corner, summed over each species. Within each triplet, two combinations have a node at that corner and do not feel the shift. Two $T_{1u}$ states thus remain active and two $T_{2g}$ states remain dark. The other four states are mixed.

The full cage shows this pattern. Levels at 2251.08 cm$^{-1}$ (twice) each carry 33.38% of the infrared strength, and levels at 2250.15 cm$^{-1}$ (twice) carry 0.00% to the digits given. The mixed levels at 2248.92, 2249.80, 2250.80 and 2253.85 cm$^{-1}$ carry 4.47, 1.01, 27.53 and 0.23%.

With a rough $^{28}$Si share of 0.92, the chance that all eight atoms are $^{28}$Si is $0.92^8=0.51$. About half of natural cages therefore lack perfect isotopic symmetry. The effect is visible in the model because the mass shift is comparable with the spacing of the levels. It shrinks quickly if the real couplings are larger: the three levels that borrow strength carry about 6% together here, about 1% with couplings three times larger, and about 0.1% with couplings ten times larger.

### 17. One lost Si–H bond

Cross-linking can replace an Si–H bond by a link to another unit. As a simple model, delete one corner from the effective matrix and hold the other couplings and bond dipoles fixed. This is the limit $|\delta|\to\infty$, in which the bracket above must vanish for the states that remain in the band.

Two $T_{1u}$ and two $T_{2g}$ patterns with a node at the missing corner survive unchanged. The other three stretches lie at 2249.73, 2250.64 and 2253.56 cm$^{-1}$ and carry 0.56, 20.29 and 2.95% of the remaining strength. Each surviving $T_{1u}$ state carries $(8/3)/7=38.10\%$. Five of the seven stretches now absorb. The total strength has fallen from $8g^2$ to $7g^2$, in proportion to the number of bonds.

### 18. A disordered film

In a film the bonds have different surroundings. Let each diagonal element receive an independent Gaussian shift of standard deviation $\sigma$, with the couplings and bond dipoles fixed. A useful measure of the result is

$$n_{\rm eff}=\frac{\left(\sum_kI_k\right)^2}{\sum_kI_k^2},$$

where $I_k$ is the infrared strength of mode $k$. Three equal lines give 3, as in the ideal cage; eight isolated bonds give 8. Numerical diagonalisation of 2000 random cages gives these averages, with a sampling uncertainty of about 0.01 for nonzero $\sigma$:

- $\sigma=0$: $n_{\rm eff}=3.00$;
- $\sigma=1$ cm$^{-1}$: $n_{\rm eff}=4.64$;
- $\sigma=10$ cm$^{-1}$: $n_{\rm eff}=7.44$.

In the last case the site shifts are much larger than the couplings, and the modes are close to individual bond vibrations. The cubic labels no longer describe them. What matters is the ratio of disorder to coupling: if the couplings and $\sigma$ are both multiplied by the same factor, the eigenvectors do not change. With couplings ten times larger, $\sigma=10$ cm$^{-1}$ would give 4.64 instead of 7.44.

The total strength is insensitive to this mixing. For any orthonormal set of patterns $w_{ki}$,

$$\sum_k\left|g\sum_iw_{ki}\mathbf n_i\right|^2=g^2\sum_i|\mathbf n_i|^2,$$

because $\sum_kw_{ki}w_{kj}=\delta_{ij}$. The sum counts bonds, whichever way they are mixed.

### 19. Comparison with real HSQ

Real HSQ resist contains a mixture of closed cages, opened cages and larger units, and its Si–H band near 2250 cm$^{-1}$ is, roughly, tens of cm$^{-1}$ wide. The model places the stretch in the right region because its force constant was chosen to do so. A site spread of 10 cm$^{-1}$ is an assumed, plausible size, not a value extracted from a film. A real film does not consist of identical sites in intact cubic cages. For the couplings used here, the assumed spread alone moves $n_{\rm eff}$ from 3.00 to 7.44. A broad film band should therefore not be resolved into the four cubic species on the strength of the ideal selection rule.

The integrated band can follow the loss of Si–H bonds under stated conditions: the bond dipole derivative must stay the same as the surroundings change, the bond orientations must remain random or the optical geometry must account for them, and film thickness and optical effects must be corrected for. If exposure changes $g$, the area changes even at a fixed number of bonds.
